**Rayleigh wave at Poisson ratio 1/4: symbolic and finite-element tests**

The program tests the result $c=c_T\sqrt{2-2/\sqrt3}=0.9194\,c_T$, where $c$ is the speed of the surface wave and $c_T$ the transverse sound speed of an isotropic half-space. Symbolic algebra starts from Hooke's law and the equation of motion, and asserts the surface determinant, the cubic equation and its root below 1. A finite-element diagonalization in depth, which does not use Rayleigh's equation, is asserted to agree on the speed at four Poisson ratios and on the displacement profile at 1/4. A reflection calculation asserts that the two rejected roots correspond to complete conversion of a longitudinal wave into a transverse one. For a model porous film with a Young modulus of 8 GPa, the output gives a surface-wave speed of 1442.5 m/s. With a 500 nm film on a stiff isotropic substrate, the speed shift is 0.035 % at a wavelength of 300 nm and 15.7 % at 1000 nm. The program also sizes the effects of a dense skin, film stress, Poisson ratio and loss, and prints the squared ratio $(ka)^2$ for pores of radius $a$ at wavenumber $k$.

## Program and output

```python
# Result under test: on an isotropic elastic half-space with Poisson ratio 1/4
# the free-surface (Rayleigh) wave has speed c = c_T*sqrt(2 - 2/sqrt(3)).
# c_T, c_L: transverse and longitudinal sound speeds; s = (c/c_T)^2;
# q = (c_T/c_L)^2; k: wavenumber; kappa_L, kappa_T: decay rates with depth z.
# Units: nm, GPa, g/cm^3; then sqrt(GPa/(g/cm^3)) is a speed in km/s.
import numpy as np
import sympy as sp
from scipy.linalg import eigh
from scipy.optimize import brentq


def speed_ratio_squared(nu):
    """Root 0 < s < 1 of the unsquared Rayleigh equation."""
    q = (1 - 2 * nu) / (2 - 2 * nu)
    return brentq(lambda s: (2 - s)**2 - 4 * np.sqrt((1 - s) * (1 - q * s)),
                  1e-3, 1.0, xtol=1e-14)


def lowest_mode(wavelength, layers, base):
    """Lowest sagittal mode by quadratic finite elements in depth.
    layers: (thickness, E, nu, rho, prestress); base: (E, nu, rho, prestress).
    Displacement is (i*U, W)*exp(ikx); depth is measured in units of 1/k.
    The far end is clamped so that it carries no surface wave of its own.
    Returns speed in km/s, node depths times k, U and W."""
    k = 2 * np.pi / wavelength
    edges, materials = [0.0], []
    for thickness, *material in layers:
        n = max(4, int(np.ceil(k * thickness / 0.1)))
        top = edges[-1]
        edges.extend(top + k * thickness * np.arange(1, n + 1) / n)
        materials += [material] * n
    top = edges[-1]
    edges.extend(top + 30 * (np.arange(1, 101) / 100)**1.5)
    materials += [list(base)] * 100
    n_nodes = 2 * len(materials) + 1
    stiff = np.zeros((2 * n_nodes, 2 * n_nodes))
    mass = np.zeros_like(stiff)
    depth = np.zeros(n_nodes)
    points, weights = np.polynomial.legendre.leggauss(3)
    for e, (young, nu, rho, prestress) in enumerate(materials):
        h = edges[e + 1] - edges[e]
        depth[2 * e:2 * e + 3] = edges[e] + h * np.array([0, 0.5, 1])
        mu = young / (2 * (1 + nu))
        lam = 2 * mu * nu / (1 - 2 * nu)
        ke, me = np.zeros((6, 6)), np.zeros((6, 6))
        for x, w in zip(points, weights):
            shape = np.array([x * (x - 1) / 2, 1 - x * x, x * (x + 1) / 2])
            slope = np.array([x - 0.5, -2 * x, x + 0.5]) * 2 / h
            u, v, du, dv = np.zeros((4, 6))
            u[0::2], v[1::2], du[0::2], dv[1::2] = shape, shape, slope, slope
            norm = np.outer(u, u) + np.outer(v, v)
            ke += w * h / 2 * (lam * np.outer(dv - u, dv - u)
                               + 2 * mu * (np.outer(u, u) + np.outer(dv, dv))
                               + mu * np.outer(du + v, du + v)
                               + prestress * norm)
            me += w * h / 2 * rho * norm
        part = slice(4 * e, 4 * e + 6)
        stiff[part, part] += ke
        mass[part, part] += me
    value, vector = eigh(stiff[:-2, :-2], mass[:-2, :-2],
                         subset_by_index=[0, 0])
    return (np.sqrt(value[0]), depth[:-1], vector[0::2, 0], vector[1::2, 0])


# --- Symbolic derivation from Hooke's law and the equation of motion
x, z = sp.symbols('x z', real=True)
k, kl, kt, mu, lam, inertia = sp.symbols('k kl kt mu lam inertia', positive=True)
wave = sp.exp(sp.I * k * x)
parts = [(sp.I * k * wave * sp.exp(-kl * z), -kl * wave * sp.exp(-kl * z)),
         (kt * wave * sp.exp(-kt * z), sp.I * k * wave * sp.exp(-kt * z))]
columns = []
for (ux, uz), rule in zip(parts, [(lam + 2 * mu) * (k**2 - kl**2),
                                  mu * (k**2 - kt**2)]):
    div = sp.diff(ux, x) + sp.diff(uz, z)
    sxx = lam * div + 2 * mu * sp.diff(ux, x)
    szz = lam * div + 2 * mu * sp.diff(uz, z)
    sxz = mu * (sp.diff(ux, z) + sp.diff(uz, x))
    # inertia = density times angular frequency squared
    for force, u in [(sp.diff(sxx, x) + sp.diff(sxz, z), ux),
                     (sp.diff(sxz, x) + sp.diff(szz, z), uz)]:
        residual = (force + inertia * u).subs(inertia, rule)
        assert sp.simplify(sp.expand(residual / wave)) == 0
    columns.append([sp.simplify((t / wave).subs(z, 0)) for t in (sxz, szz)])
traction = sp.Matrix(columns).T
lam_rule = mu * (k**2 - kt**2) / (k**2 - kl**2) - 2 * mu
determinant = traction.det().subs(lam, lam_rule)
rayleigh = mu**2 * ((k**2 + kt**2)**2 - 4 * k**2 * kl * kt)
assert sp.simplify(determinant - rayleigh) == 0

S, Q = sp.symbols('S Q')
squared = sp.expand((2 - S)**4 - 16 * (1 - S) * (1 - Q * S))
cubic = S**3 - 8 * S**2 + (24 - 16 * Q) * S - 16 * (1 - Q)
assert sp.expand(squared - S * cubic) == 0
roots = sp.solve(cubic.subs(Q, sp.Rational(1, 3)), S)
roots = sorted(roots, key=lambda r: float(r))
s_exact = 2 - 2 / sp.sqrt(3)
assert len(roots) == 3 and sp.simplify(roots[0] - s_exact) == 0
assert float(roots[0]) < 1 < float(roots[1])
s0 = float(s_exact)
ratio = np.sqrt(s0)
assert abs(speed_ratio_squared(0.25) - s0) < 1e-11
assert round(ratio, 4) == 0.9194

# --- The rejected roots: no longitudinal reflection of a longitudinal wave
traction_number = sp.lambdify((kl, kt), traction.subs({k: 1, mu: 1, lam: 1}))


def longitudinal_reflection(s):
    p, r = np.sqrt(s / 3 - 1), np.sqrt(s - 1)
    incoming = np.array(traction_number(1j * p, -1j * r), complex)[:, 0]
    outgoing = np.array(traction_number(-1j * p, -1j * r), complex)
    return abs(np.linalg.solve(outgoing, -incoming)[0])


for root in roots[1:]:
    assert longitudinal_reflection(float(root)) < 1e-10
assert longitudinal_reflection(3.5) > 0.01
angles = [np.degrees(np.arcsin(np.sqrt(3 / float(r)))) for r in roots[1:]]

# --- Direct diagonalization at several Poisson ratios
for nu_test in (0.0, 0.1, 0.25, 0.4):
    c_num = lowest_mode(2 * np.pi, [], (2 * (1 + nu_test), nu_test, 1.0, 0.0))[0]
    assert abs(c_num / np.sqrt(speed_ratio_squared(nu_test)) - 1) < 2e-5

# --- Example: rough values for a porous organosilicate film on silicon
young, nu, rho = 8.0, 0.25, 1.3
thickness, wavelength = 500.0, 300.0
film = (young, nu, rho, 0.0)
substrate = (160.0, 0.22, 2.33, 0.0)
shear = young / (2 * (1 + nu))
c_t = np.sqrt(shear / rho)
c_l = c_t * np.sqrt((2 - 2 * nu) / (1 - 2 * nu))
c_r = ratio * c_t
wavenumber = 2 * np.pi / wavelength
a_l, a_t = np.sqrt(1 - s0 / 3), np.sqrt(1 - s0)
assert abs((2 - s0)**2 - 4 / 3) < 1e-12 and abs(4 * a_l * a_t - 4 / 3) < 1e-12

c_fem, depth, u_fem, w_fem = lowest_mode(wavelength, [], film)
assert abs(c_fem / c_r - 1) < 2e-5
u_formula = np.exp(-a_l * depth) - np.exp(-a_t * depth) / np.sqrt(3)
w_formula = a_l * (np.sqrt(3) * np.exp(-a_t * depth) - np.exp(-a_l * depth))
assert np.max(abs(u_fem / u_fem[0] - u_formula / u_formula[0])) < 2e-3
assert np.max(abs(w_fem / u_fem[0] - w_formula / u_formula[0])) < 2e-3
surface_ratio = np.sqrt(3) * a_l
assert abs(w_fem[0] / u_fem[0] - surface_ratio) < 2e-3
node = np.log(np.sqrt(3)) / (a_l - a_t)
j = np.where(u_fem[:-1] * u_fem[1:] < 0)[0][0]
node_fem = depth[j] - u_fem[j] * (depth[j + 1] - depth[j]) / (u_fem[j + 1] - u_fem[j])
assert abs(node_fem - node) < 5e-3

# --- Substrate influence
wavelengths = (300.0, 1000.0, 3000.0)
layered = [lowest_mode(L, [(thickness, *film)], substrate)[0] for L in wavelengths]
apparent = [2 * (1 + nu) * rho * c**2 / s0 for c in layered]
shifts = [abs(c / c_r - 1) for c in layered]
assert shifts[0] < shifts[1] < shifts[2]
# Very long waves must see the substrate alone, up to a film load of order k*h
c_long = lowest_mode(1e6, [(thickness, *film)], substrate)[0]
c_sub = np.sqrt(speed_ratio_squared(0.22) * 160.0 / (2 * 1.22) / 2.33)
assert abs(c_long / c_sub - 1) < 4e-3
# Leading exponential law; the tolerance covers higher exponentials
d600, d700 = [lowest_mode(wavelength, [(h, *film)], substrate)[0] / c_r - 1
              for h in (600.0, 700.0)]
decay_law = np.exp(-2 * a_t * wavenumber * 100.0)
assert abs(d700 / d600 / decay_law - 1) < 0.1

# --- Other neglected effects
skin = (10.0, 16.0, 0.25, 1.6, 0.0)
c_skin = lowest_mode(wavelength, [skin], film)[0]
stress = 0.05
c_stress = lowest_mode(wavelength, [], (young, nu, rho, stress))[0]
assert abs(c_stress / np.sqrt(c_r**2 + stress / rho) - 1) < 2e-5
young_nu = [2 * (1 + n) * rho * c_r**2 / speed_ratio_squared(n) for n in (0.2, 0.3)]
loss_tangent = 0.02
slowness = 1 / np.sqrt(1 - 1j * loss_tangent)
loss_shift = 1 / slowness.real - 1
loss_length = 1 / (wavenumber * slowness.imag)
pore_radius = 1.0
pore_measure = (wavenumber * pore_radius)**2

print("Roots s of the cubic:", ", ".join(f"{float(r):.6f}" for r in roots))
print(f"Speed ratio c/c_T, exact root: {ratio:.6f}")
print(f"Speed ratio c/c_T, finite elements: {c_fem / c_t:.6f}")
print(f"Each side of unsquared equation: {(2 - s0)**2:.6f}")
print(f"Full-conversion angles, roots 2 and 3: {angles[0]:.2f}, {angles[1]:.2f} deg")
print(f"kappa_L/k: {a_l:.4f}")
print(f"kappa_T/k: {a_t:.4f}")
print(f"Surface ratio W/U: {surface_ratio:.4f}")
print(f"Film Young modulus: {young:.1f} GPa")
print(f"Film Poisson ratio: {nu:.2f}")
print(f"Film density: {rho:.2f} g/cm3")
print(f"Film thickness: {thickness:.0f} nm")
print(f"Surface wavelength: {wavelength:.0f} nm")
print(f"Shear modulus: {shear:.2f} GPa")
print(f"Transverse speed c_T: {1000 * c_t:.1f} m/s")
print(f"Longitudinal speed c_L: {1000 * c_l:.1f} m/s")
print(f"Rayleigh speed: {1000 * c_r:.1f} m/s")
print(f"Frequency: {1000 * c_r / wavelength:.3f} GHz")
print(f"Decay depth 1/kappa_L: {1 / (a_l * wavenumber):.1f} nm")
print(f"Decay depth 1/kappa_T: {1 / (a_t * wavenumber):.1f} nm")
print(f"Depth where U changes sign: {node / wavenumber:.1f} nm")
print(f"Substrate E, nu, density: {substrate[0]:.0f} GPa, "
      f"{substrate[1]:.2f}, {substrate[2]:.2f} g/cm3")
for L, c, e_app in zip(wavelengths, layered, apparent):
    print(f"On substrate, wavelength {L:.0f} nm: speed {1000 * c:.1f} m/s, "
          f"shift {100 * (c / c_r - 1):.3f} %, apparent E {e_app:.3f} GPa")
print(f"Substrate shift ratio, 700 nm to 600 nm film: {d700 / d600:.4f}")
print(f"Same ratio from exponential law: {decay_law:.4f}")
print(f"Skin thickness, E, density: {skin[0]:.0f} nm, {skin[1]:.0f} GPa, "
      f"{skin[3]:.1f} g/cm3")
print(f"Speed shift from skin: {100 * (c_skin / c_r - 1):.2f} %")
print(f"Film tensile stress: {1000 * stress:.0f} MPa")
print(f"Speed shift from film stress: {100 * (c_stress / c_r - 1):.2f} %")
print(f"E inferred if nu = 0.20: {young_nu[0]:.3f} GPa")
print(f"E inferred if nu = 0.30: {young_nu[1]:.3f} GPa")
print(f"Assumed loss tangent: {loss_tangent:.2f}")
print(f"Speed shift from loss: {100 * loss_shift:.4f} %")
print(f"Amplitude decay length from loss: {loss_length / 1000:.2f} um")
print(f"Assumed pore radius: {pore_radius:.1f} nm")
print(f"Pore measure (k a)^2: {pore_measure:.2e}")
print("all tests passed")
```

It prints:

```
Roots s of the cubic: 0.845299, 3.154701, 4.000000
Speed ratio c/c_T, exact root: 0.919402
Speed ratio c/c_T, finite elements: 0.919402
Each side of unsquared equation: 1.333333
Full-conversion angles, roots 2 and 3: 77.21, 60.00 deg
kappa_L/k: 0.8475
kappa_T/k: 0.3933
Surface ratio W/U: 1.4679
Film Young modulus: 8.0 GPa
Film Poisson ratio: 0.25
Film density: 1.30 g/cm3
Film thickness: 500 nm
Surface wavelength: 300 nm
Shear modulus: 3.20 GPa
Transverse speed c_T: 1568.9 m/s
Longitudinal speed c_L: 2717.5 m/s
Rayleigh speed: 1442.5 m/s
Frequency: 4.808 GHz
Decay depth 1/kappa_L: 56.3 nm
Decay depth 1/kappa_T: 121.4 nm
Depth where U changes sign: 57.7 nm
Substrate E, nu, density: 160 GPa, 0.22, 2.33 g/cm3
On substrate, wavelength 300 nm: speed 1443.0 m/s, shift 0.035 %, apparent E 8.006 GPa
On substrate, wavelength 1000 nm: speed 1669.3 m/s, shift 15.722 %, apparent E 10.713 GPa
On substrate, wavelength 3000 nm: speed 3298.4 m/s, shift 128.664 %, apparent E 41.830 GPa
Substrate shift ratio, 700 nm to 600 nm film: 0.1932
Same ratio from exponential law: 0.1925
Skin thickness, E, density: 10 nm, 16 GPa, 1.6 g/cm3
Speed shift from skin: 1.77 %
Film tensile stress: 50 MPa
Speed shift from film stress: 0.92 %
E inferred if nu = 0.20: 7.822 GPa
E inferred if nu = 0.30: 8.177 GPa
Assumed loss tangent: 0.02
Speed shift from loss: 0.0150 %
Amplitude decay length from loss: 4.78 um
Assumed pore radius: 1.0 nm
Pore measure (k a)^2: 4.39e-04
all tests passed
```
